\section*{Intramolecular Hydrogen–Deuterium Selection After Rate-Controlling Ligand Loss, part 2}

Can the isotope effect of a bond activation be found when slow ligand loss hides it in the rates? Complex \(A\) loses a ligand \(L\) with rate constant \(k_1\), giving an intermediate \(B\) in which one of two equivalent arms faces the metal, with equal chances. Recapture of \(L\) has the first-order constant \(q=k_{-1}[L]\) and erases the memory of the facing arm. The arms exchange with \(k_r\) in each direction. A facing C–H or C–D bond is activated with \(a_H\) or \(a_D\), releasing R–H or R–D (R is an alkyl group) in amounts \(P_H\) or \(P_D\). The intrinsic effect is \(\rho=a_H/a_D>1\). At first, released alkane does not return, and isotopic substitution changes neither \(k_1\), nor \(k_{-1}\), nor the activation of the other arm.

Complexes HH, DD and HD are named by their arm labels. For HH or DD, with \(a=a_H\) or \(a_D\), the steady state of \(B\) gives
\begin{equation}
k_{\rm obs}=k_1\frac{a}{q+a}.
\label{eq:kobs}
\end{equation}
With \(c=a_H/q\), the separate-rate effect \(S=k_{HH}/k_{DD}\) is
\begin{equation}
S=\frac{\rho+c}{1+c}.
\label{eq:S}
\end{equation}

The example has \(k_1=1.0\times10^{-4}\ {\rm s^{-1}}\) (half-life 1.93 h), \(k_{-1}=1.0\times10^6\ {\rm L\,mol^{-1}\,s^{-1}}\), \(a_H=8.0\times10^4\ {\rm s^{-1}}\), \(a_D=2.0\times10^4\ {\rm s^{-1}}\) and \(\rho=4\), with \([L]=0.001\), \(0.080\) or \(1.0\ {\rm mol\,L^{-1}}\). At the lowest, \(q=1.0\times10^3\ {\rm s^{-1}}\), \(c=80\) and \(S=1.037\).

In HD, the amounts \(B_H\) and \(B_D\) of intermediate with C–H or C–D facing obey
\begin{align}
\frac{dB_H}{dt}&=\frac{k_1A}{2}+k_rB_D-(q+k_r+a_H)B_H,
\label{eq:BH}\\
\frac{dB_D}{dt}&=\frac{k_1A}{2}+k_rB_H-(q+k_r+a_D)B_D.
\label{eq:BD}
\end{align}
The final product ratio \(I=P_H(\infty)/P_D(\infty)\) is
\begin{equation}
I=\frac{\rho+g}{1+g}.
\label{eq:I}
\end{equation}
Here \(g=a_H/(q+2k_r)\): the rate competing with activation is \(q+2k_r\), where \(S\) has \(q\).

The factor of two arises because an exchange removes a molecule from one orientation and adds it to the other, so the difference between the two amounts changes by two molecules. If the activation constants were equal to \(a\), subtracting the two balances would give
\begin{equation}
\frac{d(B_H-B_D)}{dt}=-(q+2k_r+a)(B_H-B_D).
\end{equation}
Exchange thus evens out the orientations at the rate \(2k_r\). Recapture helps as well, at the rate \(q\), because the molecule returns to \(A\) and later receives a fresh, equal chance of either orientation.

If \(q+2k_r\gg a_H\), then \(g\ll1\) and \(I\) approaches \(\rho\). This can happen while \(a_D\gg q\), the condition under which both separate rates approach \(k_1\). The slow step decides when a molecule reacts. The later competition decides which alkane it releases. A wait of two hours before that competition does not alter its odds.

A different limit shows why two isotopes in one molecule are not enough. If the arms cannot exchange during the life of \(B\), then \(k_r=0\), \(g=c\), and
\begin{equation}
I=S.
\end{equation}
The reason can be seen in one ligand loss. Half of the intermediates have C–H facing and react with probability \(a_H/(q+a_H)\). The other half have C–D facing and react with probability \(a_D/(q+a_D)\). The ratio of these probabilities is the separate-rate effect \(S\). Without exchange or recapture, each molecule reacts at the arm it happens to face, and the products form in equal amounts however different \(a_H\) and \(a_D\) are.

For the numerical example, hold \([L]\) at \(0.001\ {\rm mol\,L^{-1}}\) and vary the exchange constant alone. The full kinetic equations give
\begin{center}
\begin{tabular}{ccc}
\(k_r\) / s\(^{-1}\) & \(g\) & \(I\)\\
0 & 80 & 1.037\\
\(10^4\) & 3.81 & 1.62\\
\(10^5\) & 0.398 & 3.15\\
\(10^6\) & 0.040 & 3.88\\
\(10^9\) & 0.00004 & 4.00
\end{tabular}
\end{center}
The third row, for instance, follows from
\begin{align}
g&=\frac{8.0\times10^4}{1.0\times10^3+2.0\times10^5}=0.398,\\
I&=\frac{4+0.398}{1+0.398}=3.15.
\end{align}
Exchange has to be fast compared with activation. It is not enough for it to be fast compared with the two-hour ligand loss: at \(k_r=10^4\ {\rm s^{-1}}\) the arms exchange in a fraction of a millisecond, and most of the isotope effect is still hidden.

When exchange is fast, the ratio can be read before the reaction is complete. Subtract Eq.~\eqref{eq:BD} from Eq.~\eqref{eq:BH} and write \(\Delta=B_H-B_D\):
\begin{equation}
\frac{d\Delta}{dt}=-(q+2k_r)\Delta-a_HB_H+a_DB_D.
\end{equation}
Because \(a_H>a_D\), the last two terms together are no larger in magnitude than \(a_H(B_H+B_D)\). Exchange pulls \(\Delta\) towards zero at a rate of at least \(2k_r\). While the total amount of intermediate changes little during a time \(1/(2k_r)\), the relative imbalance \(|\Delta|/(B_H+B_D)\) is therefore at most about \(a_H/(2k_r)\). In the limit of fast exchange \(B_H=B_D\), and
\begin{equation}
\frac{dP_H}{dP_D}=\frac{a_HB_H}{a_DB_D}=\rho.
\label{eq:instant}
\end{equation}
Neither \(k_1\) nor \([L]\) appears. They may change during the run and thereby change how much intermediate is present, but both products are drawn from the same evenly divided supply.

This matters because each reacting molecule releases a ligand, so \([L]\) is not strictly constant. A numerical run with \(1.0\times10^{-4}\ {\rm mol\,L^{-1}}\) of complex, \(0.001\ {\rm mol\,L^{-1}}\) of initial free ligand and the slower exchange \(k_r=10^7\ {\rm s^{-1}}\) let the released ligand accumulate. The ratio of accumulated products was 3.988 at 9.3, 38.7 and 85.9 per cent conversion. Equation~\eqref{eq:I} gives the same value at the initial \([L]\): \(g=0.0040\) and \(I=4.0040/1.0040=3.988\). The separate-rate effect is more exposed. With all the ligand released, \([L]=0.0011\ {\rm mol\,L^{-1}}\), and \(S\) rises from 1.037 to 1.041.

When activation of both isotopes is much faster than recapture, the total rate of the HD complex gives hardly any sign of the selection within it. For fast exchange \(B_H=B_D=B/2\), so the activation flux is \((a_H+a_D)B/2=\bar aB\), with \(\bar a=(a_H+a_D)/2\). The steady-state argument used for HH then gives
\begin{equation}
k_{HD}=k_1\frac{\bar a}{q+\bar a}.
\end{equation}
At the lowest ligand concentration this is \(9.80\times10^{-5}\ {\rm s^{-1}}\), between the HH and DD values and close to both. The same molecules release four parts of R–H to one part of R–D.

What matters is a shared intermediate that can still choose, and this need not be intramolecular. If \(B\) instead attacked separate substrate molecules \(X_H\) and \(X_D\), with second-order constants \(\alpha_H\) and \(\alpha_D\), the product fluxes would be \(\alpha_H[X_H]B\) and \(\alpha_D[X_D]B\). The common factor \(B\) cancels, and at equal substrate concentrations the ratio of the fluxes is \(\alpha_H/\alpha_D\). The accumulated products stay close to this ratio as long as only a small part of either substrate has been consumed. The mixed flask of HH and DD complexes fails because there the labels belong to different molecules of \(B\).

The product ratio must also be recorded before it can be undone. Suppose that released R–H and R–D return to their respective intermediates with effective first-order constants \(r_H\) and \(r_D\). Return also needs the metal-containing product as a partner, so in a closed flask these constants would change as that product accumulates. They are held fixed here to keep the example simple. At equilibrium the net flux into each product vanishes:
\begin{equation}
a_HB_H=r_HP_H,\qquad a_DB_D=r_DP_D.
\end{equation}
With these fluxes removed, subtracting the stationary balances of the two intermediates leaves \((q+2k_r)(B_H-B_D)=0\), so \(B_H=B_D\). The final ratio is
\begin{equation}
\left(\frac{P_H}{P_D}\right)_{\rm eq}
=\frac{a_H/r_H}{a_D/r_D}.
\end{equation}
It compares the stabilities of the products and no longer the speeds at which they form. With \(r_H=5.0\times10^{-5}\ {\rm s^{-1}}\) and \(r_D=1.0\times10^{-5}\ {\rm s^{-1}}\), the example starts near 4, falls to 3.26 after \(10^4\) s and to 1.07 after \(10^5\) s, and ends at \(4/5=0.80\). The preference has been reversed. In a closed flask, where each alkane returns in a second-order step to a metal partner present in the same amount as itself, \(r_H\propto P_H\) and \(r_D\propto P_D\), and the same ratio of constants gives \(\sqrt{0.80}=0.89\) instead. Early sampling keeps the kinetic ratio, and so does removing the alkane much faster than it returns.

A similar caution applies to the meaning of \(\rho\). Activation may first form a metal hydride with rate constant \(\alpha\), which either reverts with \(\beta\) or releases alkane with \(\gamma\). If the hydride is short-lived, its steady amount is \(\alpha/(\beta+\gamma)\) times that of the facing intermediate, and the effective activation constant is
\begin{equation}
a=\frac{\alpha\gamma}{\beta+\gamma}.
\end{equation}
For \(\gamma\gg\beta\), \(a\simeq\alpha\), and \(\rho\) is the isotope effect of bond breaking. For \(\beta\gg\gamma\), \(a\simeq(\alpha/\beta)\gamma\), and \(\rho\) combines an equilibrium effect with that of alkane release. The intramolecular experiment removes the mask of ligand loss, but it does not by itself tell these cases apart.

Imperfect labelling shifts the result in a calculable way. Let a fraction \(x\) of the supposed HD complex be HH. At full conversion the HD part supplies \((1-x)I/(1+I)\) of R–H and \((1-x)/(1+I)\) of R–D, while the HH part supplies \(x\) of R–H. Hence
\begin{align}
I_{\rm meas}
&=\frac{(1-x)I/(1+I)+x}{(1-x)/(1+I)}\\
&=I+\frac{x(1+I)}{1-x}.
\end{align}
For \(x=0.02\) and \(I=4.00\), the measured ratio is 4.10.

The arm that does not react can also matter. Suppose that deuterium on this spectator arm slows activation of the other by a factor \(s\). In HD, C–H activation has a deuterated spectator and becomes \(a_H/s\). C–D activation has lost the deuterated spectator that it had in DD and becomes \(a_Ds\). With fast exchange the ratio is \(\rho/s^2\), which for \(s=1.02\) is 3.84. An isotope effect on ligand loss acts differently. If HH loses its ligand 1.02 times as fast as DD, \(S\) rises from 1.037 to 1.058, so the small excess over one grows by more than half. In the HD complex both products share one \(k_1\), and \(I\) is unchanged. The factors 1.02 are trial sizes, chosen to show the sensitivity.

The example is meant to resemble, roughly, the slow thermolysis in solution of a phosphine-bearing metal alkyl precursor; it does not describe a particular compound. Ligand loss over hours and a primary isotope effect of a few are reasonable for such a case. The recapture constant needs the most caution, since the masking depends on it and the chosen value lies far below the rough diffusion limit of \(10^9\)–\(10^{10}\ {\rm L\,mol^{-1}\,s^{-1}}\) in common solvents. With \(k_{-1}=10^9\ {\rm L\,mol^{-1}\,s^{-1}}\) and \([L]=0.001\ {\rm mol\,L^{-1}}\), \(q\) would be \(10^6\ {\rm s^{-1}}\), \(c\) would be 0.08, and the separate rates would already show \(S=3.78\). Masking therefore requires slow recapture, little free ligand or faster activation. Bulky ligands may break the assumption of free arm exchange, and the table shows that this can move \(I\) anywhere between 4.0 and 1.04. A hot growth surface, which can bind both the ligand and the intermediate, lies outside this model.

Equivalence of the arms matters too. If ligand loss leaves the H-bearing arm facing with probability \(f\), and neither exchange nor recapture intervenes, the product ratio is \(f/(1-f)\). With inequivalent arms this can differ from one without any isotope effect. Interchanging the labels between the arms exposes such a bias, because a preference for one arm then favours the other isotope. It does not expose a bias that follows the isotope itself. A C–H bond facing a vacant site is often agostic, and such a position tends to favour H over D. If the equilibrium ratio of the orientations is \(B_H/B_D=K\) rather than one, fast exchange gives \(I=K\rho\), which is 4.6 for \(K=1.15\). The bound \(I\le\rho\) then fails, and \(I\) contains an equilibrium effect as well. The model, with the same \(k_r\) in both directions, leaves this out.

Within the stated model, \(g\le c\), and Eqs.~\eqref{eq:S} and \eqref{eq:I} give \(1\le S\le I\le\rho\) at the same ligand concentration. A large \(I\) beside an \(S\) near one therefore shows that the step that selects the isotope is not the step that controls the rate; in this model the choice comes after it. The two numbers alone do not fix the order. A fast irreversible activation followed by a slow, isotope-insensitive step before the alkane is released would give the same pair, although the starting complex would then vanish long before the alkane appeared. Nor do the numbers identify the slow step as ligand loss; slowing by added ligand is the evidence that bears on this. An \(I\) near one is ambiguous: \(\rho\) may be small, the arms may exchange too slowly, or, if released alkane can return, the sample may have been taken too late. More free ligand can help to separate the first two cases. If exchange is slow, \(I\) rises with \([L]\), because each recapture offers a new choice of arm. If exchange is fast, \(I\) stays put: in the example with \(k_r=10^9\ {\rm s^{-1}}\) it is 4.00 at all three ligand concentrations, while \(S\) climbs from 1.04 to 3.78. The remaining values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
ligand-loss constant k1 = 1.00e-04 s^-1
dissociation half-life = 6931 s = 1.93 h
recapture constant = 1.00e+06 L mol^-1 s^-1
facing-arm activation a_H = 8.00e+04 s^-1
facing-arm activation a_D = 2.00e+04 s^-1
intrinsic isotope effect rho = 4.000 (no unit)
arm interchange k_r = 1.00e+09 s^-1
Ligand table: [L] mol/L; q, k_HH, k_HD, k_DD s^-1; c, S, I no unit
L=0.001 q=1.0e+03 c=80.000 kHH=9.877e-05 kHD=9.804e-05 kDD=9.524e-05 S=1.0370 I=3.9999
L=0.080 q=8.0e+04 c=1.000 kHH=5.000e-05 kHD=3.846e-05 kDD=2.000e-05 S=2.5000 I=3.9999
L=1.000 q=1.0e+06 c=0.080 kHH=7.407e-06 kHD=4.762e-06 kDD=1.961e-06 S=3.7778 I=3.9999
Interchange table at [L] = 0.001 mol/L:
k_r=0.0e+00 s^-1, g=80.00000 (no unit), I=1.0370 (no unit)
k_r=1.0e+04 s^-1, g=3.80952 (no unit), I=1.6238 (no unit)
k_r=1.0e+05 s^-1, g=0.39801 (no unit), I=3.1459 (no unit)
k_r=1.0e+06 s^-1, g=0.03998 (no unit), I=3.8847 (no unit)
k_r=1.0e+09 s^-1, g=0.00004 (no unit), I=3.9999 (no unit)
mixed HH+DD flask, [L]=0.080 mol/L: RH/RD=2.4996 at 10 s, 1.0000 at full conversion
accumulating-ligand run: initial A=1.0e-04 mol/L, k_r=1.0e+07 s^-1
t=1000 s: conversion=9.3 %, I=3.9880 (no unit)
t=5000 s: conversion=38.7 %, I=3.9880 (no unit)
t=20000 s: conversion=85.9 %, I=3.9880 (no unit)
product return constants: r_H=5.0e-05, r_D=1.0e-05 s^-1
with return, t=100 s: RH/RD=3.9919 (no unit)
with return, t=10000 s: RH/RD=3.2572 (no unit)
with return, t=100000 s: RH/RD=1.0681 (no unit)
with return, t=10000000 s: RH/RD=0.8000 (no unit)
HH impurity 2.0 %: I=4.1019 (no unit)
spectator factor 1.02 per arm: I=3.8446 (no unit)
dissociation isotope factor 1.02: S=1.0578, I=3.9999 (no unit)
all ligand released, [L]=0.0011 mol/L: S=1.0407 (no unit)
\end{verbatim}
